# Missing Odd Shapiro Steps in a Junction Without Majorana Modes

## A trivial junction with a $4\pi$ periodic current

Take one spin-degenerate electronic level at zero energy, without interactions, coupled equally to two ordinary s-wave superconductors. Nothing in it is topological. Let the gap $\Delta$ of the leads be very large, so that they can exchange only Cooper pairs with the level. The empty and doubly filled states are then coupled through the left lead with amplitude $\tfrac12\Gamma e^{i\phi/2}$ and through the right lead with amplitude $\tfrac12\Gamma e^{-i\phi/2}$, where $\phi$ is the phase difference and $\Gamma$ the level width due to each lead (these amplitudes are derived below). Their sum is real:

$$H=\Gamma\cos(\phi/2)\,\tau_x .$$

The Pauli matrix $\tau_x$ acts on the two states. Its eigenstates do not depend on $\phi$, so a junction prepared in $\tau_x=-1$ stays there for any $\phi(t)$. I use $\hbar=e=1$, so that $\dot\phi=2V$ and the current is $I=2\,\partial E/\partial\phi$. The energy is $E=-\Gamma\cos(\phi/2)$ and

$$I=\Gamma\sin(\phi/2).$$

This current changes sign when $\phi$ advances by $2\pi$ and repeats after $4\pi$.

Now apply a voltage with an ac part of angular frequency $\omega$. On the $n$-th Shapiro step the mean voltage is $n\omega/2$, which is $nhf/2e$ in ordinary units, and

$$\phi=\phi_0+n\omega t+a\sin\omega t .$$

After one drive period $\phi$ has grown by $2\pi n$. For odd $n$ the current therefore returns with opposite sign, and its average over two periods is zero whatever $\phi_0$ and $a$ are. For even $n=2m$, write the sine as an imaginary part:

$$\overline{\sin(\phi/2)}=\mathrm{Im}\Big[e^{i\phi_0/2}\,\overline{e^{i(m\omega t+\frac a2\sin\omega t)}}\Big]=\sin(\phi_0/2)\,J_{-m}(a/2).$$

The last equality is the integral definition of the Bessel function. The dc current can be adjusted through $\phi_0$, which is what makes a step. The odd steps are missing and the even ones are present, without a Majorana mode.

The example is ideal in two ways: the couplings are equal, and the continuum is infinitely far away. Both must be relaxed.

## The level with unequal couplings and a finite gap

Let the widths be $\Gamma_L\ge\Gamma_R$, and define

$$g=\frac{\Gamma_L+\Gamma_R}{2},\qquad \sqrt R=\frac{\Gamma_L-\Gamma_R}{\Gamma_L+\Gamma_R},\qquad T=1-R=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}.$$

$T$ is the normal-state transmission at resonance. In the basis $(d_\uparrow,d^\dagger_\downarrow)$ a lead state of normal energy $\xi$ has the Hamiltonian $\xi\tau_z+\Delta\tau_x$. It couples to the level through $t\,W_j$, with $W_j=\tau_z e^{i\tau_z\phi_j/2}$ and $\phi_{L,R}=\pm\phi/2$. Eliminating the lead states gives the self-energy

$$\Sigma_j=\rho t^2\int d\xi\;W_j\frac{E+\xi\tau_z+\Delta\tau_x}{E^2-\xi^2-\Delta^2}W_j^\dagger ,$$

with a constant density of states $\rho$. The term odd in $\xi$ vanishes, and the remaining integral is $-\pi/\sqrt{\Delta^2-E^2}$. With $\Gamma_j=2\pi\rho t^2$ and $W_j\tau_xW_j^\dagger=-(\tau_x\cos\phi_j-\tau_y\sin\phi_j)$,

$$\Sigma_j=-\frac{\Gamma_j}{2\sqrt{\Delta^2-E^2}}\big[E-\Delta(\tau_x\cos\phi_j-\tau_y\sin\phi_j)\big].$$

Add both leads. The cosines combine to $g\cos(\phi/2)$ and the sines to $g\sqrt R\sin(\phi/2)$. The condition $E\psi=\Sigma\psi$, multiplied by $\sqrt{\Delta^2-E^2}$, becomes

$$E\big(\sqrt{\Delta^2-E^2}+g\big)\psi=g\Delta\,M\psi,\qquad M=\tau_x\cos\frac\phi2-\sqrt R\,\tau_y\sin\frac\phi2 .$$

Because $\tau_x$ and $\tau_y$ anticommute, $M$ has eigenvalues $\pm s$ with

$$s^2=\cos^2\frac\phi2+R\sin^2\frac\phi2=1-T\sin^2\frac\phi2 .$$

The Andreev levels are $\pm E$, where $E(\sqrt{\Delta^2-E^2}+g)=g\Delta s$.

For $E\ll\Delta$ the root becomes $\Delta$, and division by $g+\Delta$ leaves the Hamiltonian

$$H=E^*M,\qquad E^*=\frac{g\Delta}{g+\Delta}.$$

For $\Delta\to\infty$ this gives $E^*=g$, the opening case. For $g\gg\Delta$ it gives $E^*\to\Delta$, the short-junction value. For a moving phase I use the same $H$ with $\phi(t)$, to leading order in $E/\Delta$ and $V/\Delta$. This assumes that the level stays midway between the two lead potentials; an offset would act as a level energy. Occupation of the lower level is the ground state, and occupation of the upper level is the excited pair of the same parity.

## Passage through the small gap at $\phi=\pi$

At $\phi=\pi$ the levels are $\pm E^*\sqrt R$. If the junction follows the lower level adiabatically, the level carries the current

$$I=-2E^*\frac{\partial s}{\partial\phi}=\frac{E^*T\sin\phi}{2s},$$

which is $2\pi$ periodic. The $4\pi$ current needs a jump across the gap.

At finite $\Delta$ the filled continuum carries a current too. Up to terms independent of $\phi$, the full ground-state energy follows from the level condition at imaginary energy $i\omega$:

$$E_0=-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\Big[\omega^2\big(\sqrt{\Delta^2+\omega^2}+g\big)^2+g^2\Delta^2s^2\Big].$$

Subtracting the level's share $-E$ leaves the continuum part. For $g=0.5\Delta$ its current is close to $-0.15E^*\sin\phi$; for $g\ll\Delta$ it is smaller than $E^*$ by a factor of order $g/\Delta$. It is $2\pi$ periodic and does not change sign when the pair is excited, so a jump at $\pi$ does not remove it.

Measure time from the crossing, so that $\phi=\pi+2Vt$. Then $\cos(\phi/2)\approx-Vt$ and $\sin(\phi/2)\approx1$, hence

$$H\approx-E^*\big(Vt\,\tau_x+\sqrt R\,\tau_y\big).$$

The energies of the two $\tau_x$ states separate at the rate $\alpha=2E^*V$, and their coupling has magnitude $b=E^*\sqrt R$. With a suitable choice of phases the amplitudes obey

$$i\dot c_1=\tfrac{\alpha t}{2}c_1+b\,c_2,\qquad i\dot c_2=-\tfrac{\alpha t}{2}c_2+b\,c_1 .$$

Start in state 1. At large $|t|$, $c_1$ oscillates with frequency $\alpha t/2$, so the second equation gives $c_2\approx b\,c_1/(\alpha t)$. Inserted in the first, this yields

$$c_1\propto e^{-i\alpha t^2/4}\,t^{-i\nu},\qquad \nu=b^2/\alpha .$$

The solutions are analytic in $t$, so we may go from $t=-\infty$ to $+\infty$ along a large arc in the upper half plane. On the first half of the arc this wave is exponentially small compared with the other solution, which is absent. On the second half it is the large one. It can then generate the other wave, but its own coefficient is unchanged. Only the power matters: $|t^{-i\nu}|$ falls from $e^{\pi\nu}$ at argument $\pi$ to 1 at argument 0. The probability of staying in state 1 is therefore $e^{-2\pi\nu}$:

$$P=\exp\!\Big(-\frac{\pi RE^*}{V}\Big)=\exp\!\Big(-\frac{\pi(1-T)E^*}{eV}\Big).$$

The second form is in ordinary units. With $E^*\to\Delta$ it is the familiar short-junction expression.

A time-dependent calculation that keeps the lead states tests the replacement of $\Delta$ by $E^*$. For $g=0.5\Delta$, $R=0.02$ and $eV=0.1\Delta$, the probability of being in the upper level at $\phi=2.4\pi$, after starting in the lower one at $\phi=0$, is 0.808. The formula gives 0.811 with $E^*$ and 0.533 with $\Delta$.

## Why a large $P$ is not enough

After the jump the pair is excited, and its level rises until $\phi=2\pi$. There $s=1$, and the level equation, divided by $\sqrt{\Delta-E}$, reads

$$E\sqrt{\Delta+E}=g\sqrt{\Delta-E}.$$

For finite $g$ the solution lies below $\Delta$. For $g\gg\Delta$, setting $E\approx\Delta$ on the left gives $\Delta-E\approx2\Delta^3/g^2$, so the level nearly touches the continuum and the moving phase can release the two quasiparticles of the excited pair.

For $g=20\Delta$, $R=0.002$ and $eV=0.1\Delta$, passage at $\pi$ alone would leave 0.942 in the upper level. The calculation with leads, run from $\phi=0.4\pi$ to $2.4\pi$, finds 0.014 (0.015 with a finer lead mesh and a wider band).

Suppose that the escape at every $\phi=2\pi n$ is complete and fast compared with a cycle, and that $R\to0$. For an advancing phase each cycle then begins in the ground state, and

$$I=E^*|\sin(\phi/2)|=E^*\Big[\frac2\pi-\frac4{3\pi}\cos\phi-\dots\Big].$$

This is $2\pi$ periodic even though $P=1$. On the $n$-th step, while the phase keeps advancing, the average of $\cos\phi$ is $\cos\phi_0\,J_{-n}(a)$, which is generally nonzero for odd $n$. An ideal short junction thus keeps odd steps. The short-junction formula for $P$ does not by itself establish $4\pi$ dynamics.

## The correct general statement

**Statement.** Under a periodic voltage drive, a phase-locked current with $I(\phi+2\pi)=-I(\phi)$ throughout the measurement has no odd Shapiro steps. In the trivial level junction this property holds approximately for a limited time, provided that the continuum current is small ($g\ll\Delta$), $P$ is close to one, the pair stays detached from the continuum at $\phi=2\pi n$, and relaxation and parity changes are slow. A Majorana junction can produce the same property by a protected crossing. Missing odd steps therefore do not distinguish the two.

**Proof.** The first sentence follows from the sign argument of the opening section, which used only $I(\phi+2\pi)=-I(\phi)$. For the second, let $p_n$ be the probability that the original $\tau_x$ state is occupied after $n$ passages, and let the quantum phase between passages be random. Then

$$p_{n+1}=Pp_n+(1-P)(1-p_n),\qquad 2p_{n+1}-1=(2P-1)(2p_n-1).$$

Since $p_0=1$, the memory is $2p_n-1=(2P-1)^n$. For $P>1/2$ it falls to $1/e$ after

$$N=-\frac1{\ln(2P-1)}$$

Josephson cycles. For small $1-P\approx\pi RE^*/V$ this is $N\approx V/(2\pi RE^*)$. One cycle lasts $\pi/V$, so the memory time is $\hbar/(2RE^*)$ in ordinary units, independent of voltage to this order.

This law needs the random phase. On a phase-locked odd step without dephasing, the passages repeat with the same phases and their amplitudes, each of size $\sqrt{1-P}$, generally add up. The memory then lasts only of order $1/\sqrt{1-P}$ cycles, which varies as $1/\sqrt R$.

For the third sentence, join two long p-wave wires by a link $-t'(e^{i\phi/2}c_L^\dagger c_R+\text{h.c.})$. At low energy the end operators are $c_L\to u\gamma_1$ and $c_R\to iu\gamma_2$, with Majorana operators $\gamma_{1,2}$ and a real amplitude $u$. Since $(i\gamma_1\gamma_2)^\dagger=i\gamma_1\gamma_2$, the link becomes

$$H_M=-2t'u^2\cos(\phi/2)\,i\gamma_1\gamma_2 .$$

At fixed parity $i\gamma_1\gamma_2=\pm1$, and the energy passes through zero at $\phi=\pi$ for any $t'$. No fine tuning of transparency is needed, but in this low-energy model the current has the same form as in the trivial example. This completes the proof.

The converse inference also fails. An ordinary current $I_1\sin\phi$ has a first step proportional to $J_1(a)$, which vanishes at particular drive amplitudes, so one missing step at one amplitude does not establish a $4\pi$ current. Conversely, such an ordinary current in parallel with a Majorana channel can restore odd steps.

## A junction with numbers

Take $\Delta=0.2$ meV, $\Gamma_L=0.104$ meV, $\Gamma_R=0.096$ meV and a 10 GHz drive. Then $g=0.1$ meV and

$$R=\Big(\frac{0.008}{0.2}\Big)^2=0.0016,\qquad E^*=\frac{0.1\times0.2}{0.3}=0.0667\ \text{meV}.$$

On the first step the mean voltage gives $eV=hf/2=0.0207$ meV. If this mean value is used for the speed of the crossing,

$$P=\exp\!\Big(-\frac{\pi\times0.0016\times0.0667}{0.0207}\Big)=0.984,\qquad N\approx31 .$$

At 10 GHz, 31 cycles last about 3 ns. This number and the cycle numbers below assume random phases between passages. If the passages stay coherent, the estimate $1/\sqrt{1-P}$ gives only about 8 cycles, up to a factor that depends on the drive and on $\phi_0$. At special values of $\phi_0$ the amplitudes nearly cancel and the memory lasts much longer. Here $eV/E^*\approx0.3$, so the linearized crossing gives $1-P$ only roughly. With the drive held at 10 GHz, $T=0.99$ leaves about 5 cycles and $T=0.97$ about one. With $T$ held at 0.9984, a 2 GHz drive leaves about 6.

Experiments usually impose a current. Let a shunt $R_s=1$ kΩ carry the rest of the bias:

$$I_{dc}+I_{ac}\sin\omega t=\frac{V}{R_s}+I(\phi).$$

The $4\pi$ current amplitude is $eE^*/\hbar=16.2$ nA, and $I_{ac}=24.3$ nA. Branch changes are drawn at random with $P$ evaluated at the instantaneous voltage. That voltage depends on the current assumed to flow at the crossing. If the full $4\pi$ current is kept through it, $1-P$ adds up to about 0.02 per cycle near the first step and the random-phase memory is close to 30 cycles. If the speed is taken from the bias alone, the memory is about 6 cycles. The table uses the adiabatic current, which dips to zero in a narrow range at $\pi$, so its memory is uncertain by a factor of this size. Thermal noise and capacitance are omitted. So is the continuum current, about $-2.4\sin\phi$ nA for this junction. It would leave a small first step even at $P=1$, but it changes the first-step entries of the first three rows by only about 1 nA or less. The table gives the range of dc bias for which the mean voltage lies within $0.04\,hf/2e$ of a step. Shunt, drive and current scale are the same in every row.

| Current | Step 1 (nA) | Step 2 (nA) |
|---|---:|---:|
| trivial, Landau-Zener | 2.6 | 7.8 |
| same junction, adiabatic | 12.3 | 3.9 |
| ideal $4\pi$ | 1.3 | 8.4 |
| ballistic short, escape at $2\pi n$ | 7.1 | 2.6 |

A plain resistor would give 1.7 nA, because its voltage also crosses the window, and the bias grid is 0.65 nA. The 2.6 nA in the first row is therefore too close to the background to establish a small remaining step. With the full $4\pi$ current kept through the crossing and a finer grid, that entry is 1.3 nA. The first two rows differ only in whether the pair may jump at $\pi$: the jump suppresses the first step and widens the second within this window. The average runs over 220 periods, much longer than the memory, so this second step is rounded. Within $0.01\,hf/2e$ it extends over only about 4 nA, similar to the adiabatic row and about half of the ideal one. The last row shows escape restoring the first step. Its second entry, 2.6 nA, is again too close to the background to establish a step.

## Comparison with a real device

Apart from charging, discussed below, the parameters are in the rough regime of an aluminium-contacted InAs nanowire dot, for which a gap near 0.2 meV is reasonable. The transmission 0.9984 is a finely tuned value, not a typical one. A level energy $\varepsilon$ adds $\varepsilon\tau_z$, which anticommutes with both parts of $M$, so at $\phi=\pi$ it replaces $g^2R$ by $g^2R+\varepsilon^2$. A shift of only 0.004 meV doubles $R$, lowers $P$ to 0.968 and halves the random-phase memory time. This shift is a fifth of the mean $eV$ on the first step, so the level must also stay close to midway between the lead potentials.

The assumption most clearly broken is the absence of interactions. If the dot had a capacitance of 5 fF, the charging term $(e^2/2C)(n-1)^2$, with $n$ the number of electrons on the dot and $e^2/2C=0.016$ meV, would favour odd parity. For $\Delta\to\infty$ it lowers the odd state by the full 0.016 meV relative to the even ones. At finite gap the subgap levels have only the weight $Z=\Delta/(g+\Delta)=2/3$ on the dot. Near $\phi=\pi$ the filled continuum adds $(1-Z)/2$ to the occupation of each component of $(d_\uparrow,d^\dagger_\downarrow)$, and $n=1$ when both components are filled or both are empty. In the odd state both occupations are $(1+Z)/2$ (or both $(1-Z)/2$), so $n=1$ has probability $(1+Z^2)/2$. In the even states, in the basis of the two levels, they are $(1+Z)/2$ and $(1-Z)/2$, so the probability is $(1-Z^2)/2$. To first order the odd state is therefore lowered by $Z^2e^2/2C\approx0.007$ meV. This exceeds the level energy at $\pi$, 0.0027 meV, and would make odd parity favourable over about 6% of the phase cycle. Without the factor $Z^2$ the estimate would be 15%. A smaller capacitance strengthens the effect, and small nanowire dots often have one. At 0.5 fF, $e^2/2C=0.16$ meV already exceeds $g$; the first-order estimate and the non-interacting model then both fail. The example therefore needs a dot with unusually weak charging. A quasiparticle entering there would interrupt the $4\pi$ current, at a rate that this model does not give.

Other neglected effects may matter too. At $\phi=0$ the level lies 3.2 drive photons below the continuum, and exciting the pair costs 3.4, so multiphoton processes shorten the memory. With the lead states kept, $R=0$ and a voltage drive with $a=1.2$, the loss to the continuum is about 0.002 per cycle on the first step and about 0.01 on the second. The latter is as large as $1-P=0.008$ at that voltage, and the first row of the table omits it. At 20 mK the thermal energy is 5% of the phase energy scale $\hbar I/2e$. Damping depends on the capacitance between the leads, which need not equal that of the dot. If it were also 5 fF, the usual damping parameter $2eIR_s^2C/\hbar$ would be 0.25, or half of that for a current $I\sin(\phi/2)$, and the junction would still be overdamped.

Within these models, changing the coupling asymmetry is more informative than finding one missing step. At fixed $E^*$ the trivial memory time falls as $R$ grows, as $1/R$ for random phases and roughly as $1/\sqrt R$ for coherent passages on an odd step, whereas the Majorana crossing survives a change of link strength. Without relaxation, a shorter memory first removes the even step rather than restoring the odd one. In the shunted model with $R=0.01$ both steps are at the background level, and the first step is strong only in the adiabatic limit. This comparison requires long wires, whose outer Majorana modes do not overlap with the inner ones, and parity changes slower than the memory time being measured. The numerical output below lists the remaining values.

## Numbers as computed

```
TESTS (energies in units of the gap or level amplitude)
two-level R=0.01, eV=0.1: P direct 0.733, law 0.730
two-level R=0.03, eV=0.1: P direct 0.391, law 0.390
two-level R=0.06, eV=0.1: P direct 0.147, law 0.152
three passages, stay: direct 0.551, law 0.549
leads, g=0.5, R=0.02, eV=0.1: survival past 2pi 0.808
  law with E* 0.811, law with Delta 0.533
leads, g=20, R=0.002, eV=0.1: survival past 2pi 0.014
  passage at pi alone would give 0.942
EXAMPLE
gap 0.200 meV, widths 0.104 and 0.096 meV, g 0.100 meV
drive 10 GHz, shunt 1000 ohm, C 5 fF, 20 mK
R 0.0016, T 0.9984
E* 0.0667 meV, level at phase 0 0.0696 meV
level at phase pi 0.00267 meV
photon hf 0.04136 meV, first-step voltage 0.02068 mV
P on first step 0.9839, persistence 30.6 cycles
P if Delta replaced E* 0.9525
  T=0.999: P 0.990, persistence 49.1 cycles
  T=0.990: P 0.904, persistence 4.7 cycles
  T=0.970: P 0.738, persistence 1.3 cycles
  f=2 GHz: P 0.9222, persistence 5.9 cycles
  f=5 GHz: P 0.9681, persistence 15.2 cycles
  f=20 GHz: P 0.9919, persistence 61.5 cycles
4pi current amplitude 16.23 nA, ac drive 24.34 nA
reduced frequency hf/(2e I R_shunt) 1.274
bias extent within 0.04 hf/2e of step 1 and step 2, nA:
  Landau-Zener, trivial: 2.60, 7.79
  same, adiabatic: 12.33, 3.89
  ideal 4pi: 1.30, 8.44
  short, escape at 2pi: 7.14, 2.60
  plain resistor, no step: 1.65
bias grid spacing 0.65 nA, averaged over 220 periods
NEGLECTED EFFECTS
continuum above level at phase 0: 3.15 photons
pair excitation at phase 0: 3.36 photons
level shape error at phase 0: 4.2 %
kT 0.00172 meV, kT/(hbar I/2e) 0.052
shunt/(h/4e^2) 0.155
damping parameter beta_c 0.247
detuning that doubles R: 0.0040 meV, then P 0.9682
charging e^2/2C 0.0160 meV; odd parity lower over 15 % of phase
```
